# What a low EXAFS coordination number in a liquid can mean

**Q:** My EXAFS fit of a melt gives far fewer neighbours than the fit of the solid. I don't take that seriously. Low fitted coordination numbers in liquids are not real: the broad outer side of \(g(r)\) contributes only at low \(k\), and we exclude low \(k\) from the fit.

**A:** You are right to distrust the number, but "not real" does not follow, and "only at low \(k\)" needs a condition. Let us first fix what the fit sees. Take single scattering with known backscattering amplitude and phase, divide them out, and set the amplitude reduction factor to one. Let

\[
n(r)=4\pi\rho r^2g(r)
\]

be the number of neighbours per unit distance, restricted to the first shell. I leave out the factor \(e^{-2r/\lambda}/r^2\) for now and restore it later. The signal is then the imaginary part of

\[
A(k)=\int n(r)\,e^{2ikr}\,dr,\qquad A(0)=\int n(r)\,dr=N .
\]

The coordination number is the value at \(k=0\). A fit that starts at \(k_{\min}>0\) obtains it by extrapolation, and the assumed shape of the shell does the extrapolating.

**Q:** A Gaussian shape, in the usual fit. Why should it extrapolate badly for a skewed shell?

**A:** Expand the logarithm in cumulants, with mean distance \(R\):

\[
\ln A=\ln N+2ikR+\frac{(2ik)^2}{2}C_2+\frac{(2ik)^3}{6}C_3+\frac{(2ik)^4}{24}C_4+\dots
\]

Since \(i^2=-1\), \(i^3=-i\) and \(i^4=1\), the real part and the phase are

\[
\ln|A|=\ln N-2C_2k^2+\tfrac23C_4k^4-\dots,\qquad
\arg A=2kR-\tfrac43C_3k^3+\dots
\]

A Gaussian keeps \(\ln N-2\sigma^2k^2\), a straight line in \(x=k^2\). Skewness, \(C_3\), enters the phase. The first bending of the log amplitude comes from \(C_4\).

The amplitude does not even know on which side the tail lies. Reflect the shell about \(R\) and substitute \(s=2R-r\):

\[
\int n(2R-r)e^{2ikr}dr=e^{4ikR}\int n(s)e^{-2iks}ds=e^{4ikR}A^*(k),
\]

which has the same modulus.

**Q:** Then show me a shell with a tail on the outer side, and the size of the error.

**A:** Take a gamma distribution with onset \(r_0\), scale \(\theta\) and shape \(p\). With \(s=(r-r_0)/\theta\),

\[
n(r)=\frac{N}{\theta\,\Gamma(p)}s^{p-1}e^{-s},\qquad s>0 .
\]

Inserting \(r=r_0+\theta s\) and \(dr=\theta\,ds\) gives

\[
A=\frac{Ne^{2ikr_0}}{\Gamma(p)}\int_0^\infty s^{p-1}e^{-(1-2ik\theta)s}ds
=Ne^{2ikr_0}(1-2ik\theta)^{-p}.
\]

Because \(|1-2ik\theta|^2=1+4\theta^2k^2\), the log amplitude is

\[
L(x)=\ln N-\frac p2\ln(1+ax),\qquad a=4\theta^2 .
\]

Expanding \(-p\ln(1-z)=p(z+z^2/2+z^3/3+z^4/4+\dots)\) with \(z=2ik\theta\), and comparing powers, gives \(R=r_0+p\theta\), \(C_2=p\theta^2\), \(C_3=2p\theta^3\) and \(C_4=6p\theta^4\). The series converges for \(|z|<1\), that is, for \(k<1/(2\theta)\).

I choose round model parameters: \(N=10\), \(R=2.80\) Å, \(\theta=0.08\) Å, \(p=4\). Then \(C_2=0.0256\) Å\(^2\), and the series fails above 6.25 Å\(^{-1}\), inside a fit window of 3 to 10 Å\(^{-1}\).

Now fit a Gaussian locally, near one value \(x_*=k_*^2\). This replaces \(L\) by its tangent. The slope is

\[
L'(x)=-\frac p2\frac{a}{1+ax}.
\]

With \(u=ax_*\), setting the slope equal to \(-2\sigma_{\rm fit}^2\) gives

\[
\sigma_{\rm fit}^2=\frac{pa}{4(1+u)}=\frac{C_2}{1+u}.
\]

The intercept of the tangent is \(L(x_*)-x_*L'(x_*)\), so

\[
\ln\frac{N_{\rm fit}}{N}=-\frac p2\left[\ln(1+u)-\frac{u}{1+u}\right].
\]

The bracket vanishes at \(u=0\) and has derivative \(1/(1+u)-1/(1+u)^2=u/(1+u)^2>0\). Hence \(N_{\rm fit}<N\) for every \(k_*>0\).

At \(k_*=6\) Å\(^{-1}\), \(u=0.0256\times36=0.922\), and

\[
N_{\rm fit}=10\,(1.922)^{-2}e^{2\times0.922/1.922}\approx7.1 .
\]

The fitted variance is \(0.0256/1.922=0.0133\) Å\(^2\), about half the true one. The fit reports a shell that is both smaller and sharper than the real one.

For small \(u\) the bracket is \(u^2/2\), so the error in \(\ln N\) is \(-pu^2/4=-\tfrac23C_4k_*^4\). It fades quickly as the shell narrows.

**Q:** A real fit uses the whole window. Could the errors average out?

**A:** Not for this shell. Fit a least-squares line \(\ell(x)\) to \(L(x)\). The residual is orthogonal to 1 and to \(x\). If it never changed sign, the first condition would fail. If it changed sign once, at \(c\), its product with \(x-c\) would have one sign, and the two conditions together would fail. So the line crosses \(L\) at two points \(x_1<x_2\) inside the window.

Now define

\[
G(t)=L(t)-\ell(t)-K(t-x_1)(t-x_2),
\]

with \(K\) chosen so that \(G(0)=0\). \(G\) has three zeros, so by Rolle's theorem, used twice, \(G''(\xi)=L''(\xi)-2K=0\) at some \(\xi\) between 0 and \(x_2\). Reading \(G(0)=0\) with \(\ell(0)=\ln N_{\rm fit}\) gives

\[
\ln N-\ln N_{\rm fit}=\tfrac12L''(\xi)\,x_1x_2>0,\qquad
L''(x)=\frac p2\frac{a^2}{(1+ax)^2}.
\]

In the example, with data points equally spaced in \(k\), the crossings are at \(k=4.72\) and 8.72 Å\(^{-1}\), and \(\ln(N/N_{\rm fit})=0.381\). Hence \(N_{\rm fit}=10\,e^{-0.381}=6.8\).

**Q:** So the missing low-\(k\) data are to blame, as I said.

**A:** Partly. Starting the same straight-line fit at 4, 3, 2 and 0 Å\(^{-1}\) gives 6.2, 6.8, 7.4 and 8.3 atoms with points equally spaced in \(k\), and 6.0, 6.5, 6.9 and 7.2 with points equally spaced in \(x\). Low-\(k\) data help, but with \(k_{\min}=0\) the answer is still 17% below the true value (28% with equal spacing in \(x\)), because the line still crosses the curve at two positive \(x\). The wrong shape and the missing data act together.

Conversely, a Gaussian shell with the same variance, observed from 3 Å\(^{-1}\) upwards, returns 10.0 atoms. Without the factor \(e^{-2r/\lambda}/r^2\), a large variance alone does not lower the result; with the factor restored (\(\lambda=6\) Å) this shell returns 9.9.

The sign can also reverse. For a uniform distribution of width \(w\), \(|A|=N\sin(kw)/(kw)\) while \(kw<\pi\), and

\[
\ln\frac{\sin kw}{kw}=\sum_{m=1}^\infty\ln\left(1-\frac{w^2x}{m^2\pi^2}\right).
\]

Each term is concave in \(x\), so the crossing argument gives too many atoms. With \(w=0.25\) Å the line fit returns 10.8 instead of 10. What matters is the curvature over the whole range from zero to the upper end of the window; the sign of \(C_4\) fixes it only near \(k=0\).

**Q:** I would include a third cumulant, and I would notice a bad fit.

**A:** You would notice the Gaussian one. I fitted the noise-free oscillating signal with the weighting of \(k^3\chi\), and define the misfit as the squared residual divided by the squared weighted signal.

- Gaussian: \(N=6.5\), \(R=2.71\) Å, misfit 9.7%.
- With \(C_3\): \(N=6.6\), \(R=2.77\) Å, misfit 0.8%.
- With \(C_3\), and \(e^{-2r/\lambda}/r^2\) restored in the signal (\(\lambda=6\) Å): \(N=6.8\), \(R=2.75\) Å, misfit 0.6%. The fitting function carries this factor at the fitted \(R\). A constant \(\lambda\) is a simplification; in real data it varies with \(k\).

The Gaussian distance is short because a positive \(C_3\) lowers the phase below \(2kR\), and a smaller \(R\) is the Gaussian's means of following it. The third cumulant repairs most of the phase and nearly all of the misfit, but it has no effect on the modulus. \(N\) therefore stays low in a fit that looks good: by about a third with this weighting, by about a quarter with \(k^2\chi\) (7.4) and by a fifth with \(k\chi\) (8.0).

**Q:** Then add \(C_4\), or still higher terms in the amplitude.

**A:** That helps, at a price. A least-squares polynomial of order \(m\) in \(x\) leaves a residual orthogonal to all polynomials up to that order, so it crosses \(L\) at \(m+1\) points or more. Rolle's theorem then gives, with \(q(x)\) the fitted polynomial,

\[
L(0)-q(0)=\frac{L^{(m+1)}(\xi)}{(m+1)!}\prod_{j=1}^{m+1}(-x_j).
\]

For the gamma shell the derivative of order \(m+1\) has sign \((-1)^{m+1}\), and so has the product. Every order of this log-amplitude fit therefore underestimates \(N\).

Orders 1, 2 and 3 give 6.8, 8.8 and 9.5 atoms. With 5% independent noise on the amplitude at 15 points, the spread of \(\ln N\) is about 0.025, 0.04 and 0.07. Adding in quadrature the bias on the same 15 points gives total errors in \(\ln N\) of 0.38, 0.13 and 0.09, and 0.13 again at order 4. In this model the third order is worth its noise and the fourth is not, but that presumes a perfectly known backscattering amplitude and noise that stays proportional to the signal.

**Q:** Where are the lost atoms? On the outer side, surely.

**A:** Mostly. Subtract from \(n(r)\) the formal distribution belonging to the \(C_3\) fit, which nothing forces to be positive. The difference contains 3.4 atoms: 2.4 outside the peak at 2.72 Å and 1.0 inside it.

Its transform has modulus 3.4 atoms at \(k=0\), 2.3 at 2 Å\(^{-1}\), 1.4 at 3 Å\(^{-1}\) and 0.16 at 6 Å\(^{-1}\). So it is not absent at the start of the window; it is weakly weighted there. The weight on \(A\) is \(k^2\), which makes the missing part \(9\times1.36\approx12\) at 3 Å\(^{-1}\). The weighted signal \(k^2|A|\) reaches \(39\times10/4\approx98\) at \(k=6.25\) Å\(^{-1}\), where \(ax=1\).

**Q:** Still, the outer side as such dies out at high \(k\).

**A:** Not if you cut the shell at its peak \(r_p\) and call the right half the outer side. Integrate by parts:

\[
\int_{r_p}^{\infty}n\,e^{2ikr}dr=-\frac{n(r_p)e^{2ikr_p}}{2ik}-\frac1{2ik}\int_{r_p}^{\infty}n'(r)e^{2ikr}dr .
\]

The first term has modulus \(n(r_p)/(2k)\), a slow decay caused by the cut. At 10 Å\(^{-1}\) it is 1.4 atoms. The full outer half gives 1.6, twice the 0.8 of the whole shell. The inner half has the same edge term with the opposite sign, and the two cancel in the sum.

Your statement does hold for a broad Gaussian component. A Gaussian of \(N_b\) atoms and width \(\sigma_b\) contributes \(N_be^{-2\sigma_b^2k^2}\). With \(N_b=4\) and \(\sigma_b=0.35\) Å this is 4 atoms at \(k=0\), 0.44 at 3 Å\(^{-1}\) and 0.0006 at 6 Å\(^{-1}\).

**Q:** Good. So in that case, at least, a low number is an artefact.

**A:** Compare two liquids. The first has 6 atoms at 2.80 Å with width 0.10 Å, and nothing else in the shell. The second has the same 6 atoms plus that broad component of 4, centred at 3.40 Å. The \(C_3\) fit gives 6.00 atoms for the first and 5.97 for the second, where the misfit is about 0.01%.

If the solid had 10 neighbours, the first liquid has really lost four and the second has lost none. The fit reports six for both. The very insensitivity you invoke to dismiss the low number also prevents you from dismissing it.

**Q:** What would decide between them?

**A:** Information from below the window. In a one-component liquid, diffraction sees the same pair distribution through \(\sin(qr)\), so \(q\) corresponds to \(2k\), and an EXAFS window starting at 3 Å\(^{-1}\) starts at \(q=6\) Å\(^{-1}\). Diffraction data at smaller \(q\), together with the density, constrain the broad part. A simulated \(g(r)\) can do so too, as far as its interaction model is trusted. One can then compute the EXAFS signal from the complete \(g(r)\) and compare it with the measured one, instead of comparing two fitted values of \(N\).

The definition of the shell must also be stated. In a liquid \(g(r)\) need not fall to zero after the first peak, so \(N\) depends on where the integration stops or how the peak is separated.

**Q:** Then I should write that the fitted number is low, that a fit of this kind can be low without any loss of neighbours, and that the EXAFS fit alone does not tell me which case I have.

**A:** Yes, and give the window, the \(k\) weighting and the shell shape with it, since the number depends on all three. The numerical output below lists the values for points equally spaced in \(k\) and the weighting of \(k^3\chi\).

## Computed results

```
Model: N = 10.0 atoms, R = 2.80 A, r0 = 2.48 A
theta = 0.08 A, p = 4, peak of n(r) at 2.72 A
C2 = 0.0256 A^2, C3 = 0.004096 A^3, C4 = 0.000983 A^4
Window: 3.0 to 10.0 1/A, grid step 0.05 1/A
Cumulant series converges below k = 6.25 1/A
Tangent at k = 6.0 1/A: u = 0.9216, N = 7.067 atoms, s2 = 0.01332 A^2
Log-line fit: N = 6.832 atoms, s2 = 0.01170 A^2
Line crosses at k = 4.719 and 8.723 1/A; ln(N/Nfit) = 0.3810, xi = 27.63 1/A^2
Log-line fit from kmin = 0.0 1/A: N = 8.333 atoms
Log-line fit from kmin = 2.0 1/A: N = 7.413 atoms
Log-line fit from kmin = 3.0 1/A: N = 6.832 atoms
Log-line fit from kmin = 4.0 1/A: N = 6.228 atoms
Log fit, order 1 in k^2: N = 6.832 atoms; noise spread of ln N = 0.025
Log fit, order 2 in k^2: N = 8.806 atoms; noise spread of ln N = 0.042
Log fit, order 3 in k^2: N = 9.540 atoms; noise spread of ln N = 0.072
Noise: 5 % of amplitude, 15 points
Curve fit Gaussian: N = 6.458 atoms, R = 2.7142 A, s2 = 0.01188 A^2, misfit = 0.09687
Curve fit with C3: N = 6.649 atoms, R = 2.7702 A, s2 = 0.01170 A^2, C3 = 0.001420 A^3, misfit = 0.00792
Curve fit with C3, 1/r^2 and lam: N = 6.801 atoms, R = 2.7516 A, s2 = 0.01064 A^2, C3 = 0.001235 A^3, misfit = 0.00551
Mean free path lam = 6.0 A
Symmetric control, same C2: N = 10.000 atoms
Box control, width 0.25 A: C4 = -3.255e-05 A^4, log-line N = 10.799 atoms
Missing from C3 fit: 3.351 atoms; inside peak 0.971, outside peak 2.379
Missing-part transform at k = 0.0 1/A: 3.351 atoms
Missing-part transform at k = 1.0 1/A: 3.044 atoms
Missing-part transform at k = 2.0 1/A: 2.271 atoms
Missing-part transform at k = 3.0 1/A: 1.357 atoms
Missing-part transform at k = 6.0 1/A: 0.159 atoms
Its rms in the window: 0.415 atoms
Sharp outer side at k = 10.0 1/A: 1.569 atoms; edge term 1.400; whole shell 0.789
Two liquids: narrow 6 atoms at 2.80 A, sigma 0.10 A;
  optional broad 4 atoms at 3.40 A, sigma 0.35 A
Fitted N without broad part: 6.000 atoms
Fitted N with broad part: 5.972 atoms, misfit = 0.00012
Broad-part transform at k = 0, 3, 6 1/A: 4.00000, 0.44100, 0.00059 atoms
```
